# Exponentially decaying hoppings from Loewdin orthogonalization of an overlapping chain, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The hoppings and the complex zero

### A case that can be solved by inspection

Take an infinite chain with one real orbital per site. Neighbouring orbitals overlap by $s=2/5$, and more distant ones do not overlap. Let the Hamiltonian have the element $t$ between neighbours and no other element, with the energy zero chosen so that the on-site element vanishes. Write $A$ for the matrix that has $1$ between nearest neighbours and $0$ elsewhere. The overlap and Hamiltonian matrices are then
$$S=1+\tfrac25A,\qquad H=tA .$$

Loewdin orthogonalization replaces $H$ by $\tilde H=S^{-1/2}HS^{-1/2}$. Here $S$ and $H$ are both built from $A$, so they commute, and $\tilde H=S^{-1}H$. Since $A=\tfrac52(S-1)$,
$$\tilde H=\tfrac52\,t\,S^{-1}(S-1)=\tfrac52\,t\,(1-S^{-1}).$$
Apart from a constant on the diagonal, the new Hamiltonian is $-\tfrac52t$ times the inverse overlap matrix.

That inverse can be written down. By translation symmetry its elements depend on the distance alone; call them $g_n$, with $g_{-n}=g_n$. The equation $SS^{-1}=1$ says
$$g_n+\tfrac25(g_{n-1}+g_{n+1})=\begin{cases}1,&n=0,\\0,&n\neq0.\end{cases}$$
For $n\geq1$ try $g_n\propto x^n$. This requires $1+\tfrac25(x+1/x)=0$, or $x^2+\tfrac52x+1=0$, whose roots are $x=-\tfrac12$ and $x=-2$. The second grows with distance and is rejected, because $S^{-1}$ is bounded. With $g_n=g_0(-\tfrac12)^{|n|}$, the equation at $n=0$ becomes $g_0[1+\tfrac25(-1)]=1$, so $g_0=\tfrac53$. For $n\neq0$ the hopping is therefore
$$t_n=-\tfrac52\,t\,g_n=-\tfrac{25}{6}\,t\left(-\tfrac12\right)^{|n|}.$$

Thus $t_1=\tfrac{25}{12}t$, $t_2=-\tfrac{25}{24}t$, and each further hopping is $-\tfrac12$ times the one before. A Hamiltonian that reached one neighbour now reaches all of them. The factor $-\tfrac12$ is a value of $x=e^{ik}$ at which $1+2s\cos k=1+s(x+1/x)$ vanishes. Since $|x|\neq1$, the corresponding $k$ is complex. The theorem below makes this connection for general parameters.

### Setting and conventions

The sites are labelled by integers $n$, the spacing is $a$, and $k$ denotes the dimensionless phase per cell, that is, the wavenumber times $a$. The real orbitals $|n\rangle$ satisfy
$$\langle n|n\rangle=1,\qquad\langle n|n\pm1\rangle=s,$$
with zero overlap at larger distance. The Hamiltonian elements are
$$\langle n|H|n\rangle=\varepsilon_0,\qquad\langle n|H|n\pm1\rangle=t,$$
again with nothing beyond nearest neighbours. The quantities $\varepsilon_0$ and $t$ are real energies, and $s$ is a real number. These are assumptions of the model; in a real solid, overlaps and matrix elements have tails.

Assume $0<|s|<\tfrac12$. The reason for the upper limit is that $\sum_nc_n|n\rangle$ has squared norm $\sum_{mn}c_m^*S_{mn}c_n$, which must be positive. On a plane wave, $S$ acts as multiplication by $1+2s\cos k$, whose smallest value is $1-2|s|$. The assumption makes this value positive and gives $S$ a bounded inverse.

The Loewdin orbitals are
$$|\tilde n\rangle=\sum_m|m\rangle(S^{-1/2})_{mn},$$
where $S^{-1/2}$ is the positive square root of $S^{-1}$. It is real and symmetric, so the new overlap matrix is $S^{-1/2}SS^{-1/2}=1$, and the new Hamiltonian matrix is
$$\tilde H=S^{-1/2}HS^{-1/2}.$$
Its element between sites a distance $n$ apart is denoted $t_n$; thus $t_0$ is the on-site energy and $t_n$ with $n\neq0$ is a hopping.

Three abbreviations will be used:
$$\tau=t-s\varepsilon_0,\qquad r=\sqrt{1-4s^2},\qquad\zeta=\frac{r-1}{2s}.$$

### The theorem

**Theorem.** Under these assumptions,
$$t_n=-\frac{\tau}{s\,r}\,\zeta^{|n|}\quad(n\neq0),\qquad t_0=\varepsilon_0+\frac{\tau}{s}\left(1-\frac1r\right).$$
Moreover $\zeta=e^{ik_0}$, where $k_0$ is the zero of $1+2s\cos k$ in the upper half-plane, unique up to multiples of $2\pi$. With $\kappa=\operatorname{Im}k_0$,
$$|t_n|=\frac{|\tau|}{|s|\,r}\,e^{-\kappa|n|}\quad(n\neq0),\qquad\cosh\kappa=\frac1{2|s|}.$$
If $\tau\neq0$, every hopping is nonzero. If $\tau=0$, every hopping vanishes.

The condition $\tau\neq0$ is thus needed for the statement that orthogonalization generates hoppings to all neighbours. The proof uses three lemmas.

### Lemma 1: the Loewdin Hamiltonian in Bloch form

**Lemma 1.** The plane-wave eigenvalue of $\tilde H$ is
$$E(k)=\frac{\varepsilon_0+2t\cos k}{1+2s\cos k},\qquad\text{and}\qquad t_n=\frac1{2\pi}\int_{-\pi}^{\pi}E(k)\,e^{ikn}\,dk .$$

*Proof.* Let $M$ be a matrix whose elements depend on distance alone, $M_{mn}=M_{m-n}$. Acting on the wave $e^{ikn}$ it gives
$$\sum_nM_{m-n}e^{ikn}=e^{ikm}\sum_dM_de^{-ikd}=M(k)\,e^{ikm},$$
where $d=m-n$. Products of such matrices therefore correspond to products of the functions $M(k)$, and the elements are recovered by $M_d=\frac1{2\pi}\int_{-\pi}^{\pi}M(k)e^{ikd}dk$.

For the two given matrices the terms $d=\pm1$ combine into cosines:
$$S(k)=1+2s\cos k,\qquad H(k)=\varepsilon_0+2t\cos k .$$
Since $S(k)$ is positive, the matrix belonging to $S(k)^{-1/2}$ is positive and its square is $S^{-1}$. A positive operator has one positive square root, so this matrix is $S^{-1/2}$. Multiplying the three functions gives
$$\tilde H(k)=S(k)^{-1/2}H(k)S(k)^{-1/2}=\frac{H(k)}{S(k)}=E(k).\qquad\blacksquare$$

The same function solves the original non-orthogonal problem. Inserting $c_n=e^{ikn}$ into $\sum_nH_{mn}c_n=E\sum_nS_{mn}c_n$ gives $H(k)=E\,S(k)$. Orthogonalization leaves the spectrum alone; it changes how the band is shared among matrix elements.

### Lemma 2: separating the constant

**Lemma 2.** The band can be written as
$$E(k)=\frac ts-\frac{\tau}{s}\,\frac1{1+2s\cos k}.$$

*Proof.* Add and subtract $t/s$ in the numerator:
$$\varepsilon_0+2t\cos k=\frac ts(1+2s\cos k)+\varepsilon_0-\frac ts .$$
The remaining constant is $\varepsilon_0-t/s=-(t-s\varepsilon_0)/s=-\tau/s$. Division by $1+2s\cos k$ gives the claim. $\blacksquare$

The first term is independent of $k$ and contributes to $t_0$ alone. Every hopping comes from the inverse overlap, as in the opening case.

### Lemma 3: elements of the inverse overlap

**Lemma 3.** For every integer $n$,
$$I_n=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{e^{ikn}}{1+2s\cos k}\,dk=\frac{\zeta^{|n|}}{r}.$$

*Proof.* Changing $k$ to $-k$ shows $I_{-n}=I_n$, so take $n\geq0$. Put $z=e^{ik}$. Then $dk=dz/(iz)$ and $2\cos k=z+1/z$, and $z$ runs once anticlockwise around the unit circle:
$$I_n=\frac1{2\pi i}\oint\frac{z^{n-1}}{1+s(z+1/z)}\,dz=\frac1{2\pi i}\oint\frac{z^n}{sz^2+z+s}\,dz .$$
The second form follows on multiplying numerator and denominator by $z$.

The denominator vanishes at $(-1\pm r)/(2s)$. The root with the upper sign is $\zeta$. The product of the roots is $s/s=1$, so the other is $1/\zeta$. Their magnitudes are $(1-r)/(2|s|)$ and $(1+r)/(2|s|)$. Because $0<r<1$, the first is smaller, and since the product of the two is one, $|\zeta|<1$. Only $\zeta$ lies inside the circle.

The residue at a simple zero of the denominator is the numerator divided by the derivative of the denominator. That derivative is $2s\zeta+1=(r-1)+1=r$. The residue is $\zeta^n/r$, which is the value of $I_n$. $\blacksquare$

### Proof of the theorem

Insert Lemma 2 into the integral of Lemma 1. For $n\neq0$ the constant $t/s$ integrates to zero against $e^{ikn}$, and Lemma 3 gives
$$t_n=-\frac{\tau}{s}I_n=-\frac{\tau}{s\,r}\zeta^{|n|}.$$
For $n=0$ the constant survives. The definition of $\tau$ gives $t/s=\varepsilon_0+\tau/s$, so
$$t_0=\frac ts-\frac{\tau}{s\,r}=\varepsilon_0+\frac\tau s\left(1-\frac1r\right).$$

For the zero, note that $1+2s\cos k=(sz^2+z+s)/z$ with $z=e^{ik}$. Since $|z|=e^{-\operatorname{Im}k}$, a zero in the upper half-plane corresponds to a root with $|z|<1$. There is one such root, $\zeta$, and hence $e^{ik_0}=\zeta$. The definition of $\zeta$ shows that its sign is opposite to that of $s$, so
$$k_0=\pi+i\kappa\quad(s>0),\qquad k_0=i\kappa\quad(s<0),\qquad\kappa=-\ln|\zeta|.$$
In both cases $\cos k_0=-1/(2s)$ becomes $\cosh\kappa=1/(2|s|)$, because $\cos(\pi+i\kappa)=-\cosh\kappa$ and $\cos(i\kappa)=\cosh\kappa$.

Finally, $s$, $r$ and $\zeta$ are finite and $\zeta\neq0$. The hoppings therefore vanish together when $\tau=0$ and are all nonzero otherwise. $\blacksquare$

### Remark: why a complex zero controls a real-space decay

The function $E(k)$ has no singularity at real $k$. Its range in real space is set by how far the integration line can be lifted into the complex plane. At height $\eta$ the factor $e^{ikn}$ has magnitude $e^{-\eta n}$, so for $n\geq1$ a higher line means stronger suppression. The two vertical sides joining the old line to the new one cancel, because the integrand has period $2\pi$. The same periodicity allows the interval of integration to be shifted; for $s>0$ take it from $0$ to $2\pi$, so that $k_0=\pi+i\kappa$ lies between the sides and not on them.

The lift is free until the line meets $k_0$. Beyond it, the residue at $k_0$ must be added, while the integral along the lifted line tends to zero as $\eta\to\infty$, since $E(k)$ stays bounded there. What remains is the pole term, proportional to $e^{ik_0n}=\zeta^n$. The real part of $k_0$ supplies the sign pattern and the imaginary part supplies the decay.

### Remark: the exception and the choice of energy zero

When $t=s\varepsilon_0$, the Hamiltonian matrix is $H=\varepsilon_0S$. Then $\tilde H=\varepsilon_0$ and the band is flat, although $t$ itself need not vanish. Conversely, $t=0$ with $\varepsilon_0\neq0$ gives $\tau=-s\varepsilon_0\neq0$, and hoppings to all neighbours appear.

This is less odd than it looks. Adding a constant energy $c$ to the Hamiltonian operator adds $cS$ to its matrix in an overlapping basis. The parameters become $\varepsilon_0+c$ and $t+cs$, while
$$\tau\to(t+cs)-s(\varepsilon_0+c)=\tau .$$
The bare element $t$ depends on where energies are counted from; $\tau$ does not. It equals the neighbour element when the on-site energy is taken as zero, and it is the quantity that can set a physical hopping.

### Remark: other orthonormal orbitals

Let another translation-invariant set of orthonormal orbitals in the same band be $\sum_m|m\rangle X_{m-n}$. Orthonormality requires $|X(k)|^2S(k)=1$, and the Hamiltonian becomes $|X(k)|^2H(k)=H(k)/S(k)$. The phase of $X(k)$ drops out. The hoppings $t_n$ are thus shared by all such choices for this one-band model. Loewdin's choice takes $X(k)$ positive, namely $X(k)=S(k)^{-1/2}$; this is real and even in $k$, so the coefficients are real and symmetric about the site, $X_d=X_{-d}$. Cholesky orthogonalization of a long open chain gives one-sided orbitals, and the numerical check finds the same hoppings in the middle of that chain.

## Part II. Limits, orbital tails, truncation and an example

### Symbols and results carried over

The chain has spacing $a$, nearest-neighbour overlap $s$ with $0<|s|<\tfrac12$, on-site energy $\varepsilon_0$ and neighbour element $t$. In plane waves, with $k$ the phase per cell, $S(k)=1+2s\cos k$ and $E(k)=H(k)/S(k)$. The abbreviations are
$$\tau=t-s\varepsilon_0,\qquad r=\sqrt{1-4s^2},\qquad\zeta=\frac{r-1}{2s}=e^{ik_0},\qquad|\zeta|=e^{-\kappa},$$
where $S(k_0)=0$, $\kappa=\operatorname{Im}k_0>0$ and $\cosh\kappa=1/(2|s|)$. Loewdin orthogonalization gives
$$t_n=-\frac{\tau}{s\,r}\zeta^{|n|}\quad(n\neq0),\qquad t_0=\varepsilon_0+\frac\tau s\left(1-\frac1r\right).$$
Also, $\frac1{2\pi}\int_{-\pi}^{\pi}e^{ikn}/S(k)\,dk=\zeta^{|n|}/r$.

### A form without apparent division by small overlap

The factor $1/s$ suggests a divergence at small $s$, but $\zeta$ vanishes there as well. To see the cancellation, use $s\zeta^2+\zeta+s=0$, which gives
$$s=-\frac{\zeta}{1+\zeta^2},\qquad r=1+2s\zeta=\frac{1-\zeta^2}{1+\zeta^2}.$$
Substitution into the hopping formula yields, for $n\geq1$,
$$t_n=\tau\,\frac{(1+\zeta^2)^2}{1-\zeta^2}\,\zeta^{n-1}.$$
The fraction exceeds one. The nearest-neighbour hopping therefore has the sign of $\tau$ and is larger than $\tau$ in magnitude. For $s>0$ the successive hoppings alternate in sign; for $s<0$ they all have the sign of $\tau$.

The on-site energy simplifies too. Since $1-1/r=(r-1)/r=2s\zeta/r$,
$$t_0=\varepsilon_0+\frac{2\zeta\tau}{r}.$$

We have shown that the Loewdin hoppings decay exponentially at a rate fixed by the complex zero of the overlap function, and that they all vanish only when $\tau=0$. What remains is to examine weak and strong overlap, the tails of the orbitals, Hamiltonians of longer range and the error of a truncated band, and to work through a numerical example.
